# Magnetic force theorem for spin-orbit anisotropy and its density error

## First derivation: a functional of the trial density

### Definitions and conventions

Consider $N$ electrons in a mean-field description, described by a one-particle density matrix $\gamma$ with $\gamma^2=\gamma$ and $\mathrm{Tr}\,\gamma=N$. The one-body Hamiltonian has two parts. The operator $h$ contains the kinetic energy and the potential of the nuclei; it is real and does not act on spin. The spin-orbit operator is

$$S=\frac{1}{2}\sum_s \xi_s\,\mathbf L^{(s)}\cdot\boldsymbol\sigma ,$$

where $\mathbf L^{(s)}$ is the dimensionless orbital angular momentum on atom $s$, $\boldsymbol\sigma$ is the vector of Pauli matrices, and $\xi_s$ is an energy. All energies are in Ry.

The interaction energy $F$ is assumed to depend on $\gamma$ through a list of densities,

$$q_i=\mathrm{Tr}(Q_i^{n}\gamma).$$

The index $i$ runs over charge densities and spin densities at all points of space, or over the corresponding variables of a model. The spin densities are measured in a frame tied to a chosen axis $\mathbf n$. In the *collinear* description the list contains the spin density along $\mathbf n$ alone, with operators proportional to $\boldsymbol\sigma\cdot\mathbf n$. In the *vector* description it also contains the two components perpendicular to $\mathbf n$. The total energy for the axis $\mathbf n$ is

$$E_n[\gamma]=\mathrm{Tr}[(h+S)\gamma]+F(q).$$

The crystal and $S$ stay fixed in space, while the spin frame turns with $\mathbf n$. The energy $E_n$ without an argument is the self-consistent value, and $q_n$ is the self-consistent density. The anisotropy energy is $E_x-E_z$; a positive value makes $z$ the easier of the two axes. Magnetic dipole interactions between the spins are not in $F$, so the shape anisotropy has to be added separately.

Let $q_0$ be the self-consistent density without $S$. A spin rotation that carries $z$ into $\mathbf n$ leaves $h$ unchanged and carries $Q_i^z$ into $Q_i^n$. It therefore maps a solution for one axis onto a solution for another, with the same numbers $q_0$ in the frame of the axis. With the abbreviations

$$v_i(q)=\frac{\partial F}{\partial q_i},\qquad K_{ij}(q)=\frac{\partial^2F}{\partial q_i\partial q_j},\qquad v_0=v(q_0),$$

the numbers $F(q_0)$ and $v_0\cdot q_0=\sum_i v_{0,i}\,q_{0,i}$ are the same for every axis. In the vector description $F$ is also assumed to be unchanged by a common rotation of all spins, so that it is the same functional of $\gamma$ for every axis.

Two further assumptions are needed. There is an energy gap between level $N$ and level $N+1$, and the self-consistent solution with $S$ is the one that grows continuously out of $q_0$.

### The band energy and its derivatives

For a given potential $v$ define the band energy

$$\Omega_n(v)=\min_\gamma \mathrm{Tr}[H\gamma]=\sum_{k=1}^{N}\varepsilon_k,\qquad H=h+S+\sum_i v_iQ_i^n .$$

The minimum is reached when $\gamma$ projects on the $N$ lowest eigenstates of $H$. Denote the densities of this $\gamma$ by $q^{\rm out}$. A small change of $v$ gives

$$d\Omega_n=\mathrm{Tr}[dH\,\gamma]+\mathrm{Tr}[H\,d\gamma].$$

The second term vanishes. Differentiating $\gamma^2=\gamma$ gives $\gamma\,d\gamma+d\gamma\,\gamma=d\gamma$. Between two occupied states this reads $2d\gamma=d\gamma$, and between two empty states $0=d\gamma$, so $d\gamma$ connects occupied with empty states only. $H$ has no such elements, and the trace is zero. Hence

$$\frac{\partial\Omega_n}{\partial v_i}=q_i^{\rm out}.$$

The next derivative is the response of independent electrons. First-order perturbation theory with $\delta H=\sum_j\delta v_jQ_j^n$ gives

$$\delta\gamma=\sum_{k}^{\rm occ}\sum_{l}^{\rm empty}\left[\frac{|l\rangle\langle l|\delta H|k\rangle\langle k|}{\varepsilon_k-\varepsilon_l}+\text{h.c.}\right].$$

Multiplying by $Q_i^n$ and taking the trace yields

$$\chi_{ij}=\frac{\partial q_i^{\rm out}}{\partial v_j}
=2\,\mathrm{Re}\sum_k^{\rm occ}\sum_l^{\rm empty}\frac{\langle k|Q_i^n|l\rangle\langle l|Q_j^n|k\rangle}{\varepsilon_k-\varepsilon_l}.$$

This matrix is symmetric. Its diagonal elements are negative or zero, because every denominator is negative: a density decreases where its potential is raised.

### A functional that is stationary at self-consistency

For any trial density $q$, build the potential $v(q)$, find the band energy, and correct for the interaction energy that the band sum counts wrongly:

$$W_n(q)=\Omega_n\big(v(q)\big)+F(q)-v(q)\cdot q .$$

Its derivative follows from the chain rule, with $\partial v_i/\partial q_j=K_{ij}$:

$$\frac{\partial W_n}{\partial q_j}=\sum_i q_i^{\rm out}K_{ij}+v_j-\sum_iK_{ij}q_i-v_j=\sum_iK_{ji}\,(q_i^{\rm out}-q_i).$$

The derivative vanishes when the output density equals the input density. This is also the condition for the total energy to be stationary. Under an allowed variation,

$$\delta E_n=\mathrm{Tr}\Big[\Big(h+S+\sum_iv_i(q)Q_i^n\Big)\delta\gamma\Big],$$

and this is zero for every $\delta\gamma$ between occupied and empty states when $\gamma$ projects on eigenstates of the Hamiltonian built from its own density. At that point $\Omega_n=\mathrm{Tr}[(h+S)\gamma_n]+v(q_n)\cdot q_n$. Inserting this in the definition of $W_n$ cancels the terms $v\cdot q$, and

$$W_n(q_n)=E_n .$$

Now insert the frozen density $q_0$. Let $B_n=\Omega_n(v_0)$ be the band sum with spin-orbit coupling in the frozen potential. Then

$$W_n(q_0)=B_n+F(q_0)-v_0\cdot q_0 .$$

The last two terms do not depend on the axis, so that

$$W_x(q_0)-W_z(q_0)=B_x-B_z .$$

Since $W_n$ is stationary at $q_n$, replacing $q_n$ by $q_0$ changes it at second order in the density difference. This is the magnetic force theorem:

$$E_x-E_z=B_x-B_z+\text{second order in the density change}.$$

The Hamiltonian is diagonalized once for each axis, and no potential is updated.

### The leading error

Set $\Delta=q_n-q_0$, the full self-consistent density change. Differentiate $\partial W_n/\partial q=K(q^{\rm out}-q)$ once more at $q_n$. The derivative of $K$ multiplies $q^{\rm out}-q=0$ and drops out. Since $\partial q^{\rm out}/\partial q=\chi K$, the curvature is $K(\chi K-1)$. Taylor's formula at $q_0=q_n-\Delta$ gives

$$W_n(q_0)=E_n+\tfrac12\,\Delta\cdot K(\chi K-1)\Delta+O(\Delta^3).$$

A single diagonalization yields the residual

$$r_n=q^{\rm out}(q_0)-q_0 .$$

To first order $q^{\rm out}(q_0)=q_n-\chi K\Delta$. Subtracting $q_0=q_n-\Delta$ gives

$$r_n=(1-\chi K)\Delta,\qquad \Delta=(1-\chi K)^{-1}r_n .$$

The error of one axis is therefore

$$D_n\equiv\tfrac12\,\Delta\cdot K r_n=\tfrac12\,r_n\cdot K(1-\chi K)^{-1}r_n ,$$

and the theorem with its leading correction reads

$$\boxed{E_x-E_z=B_x-B_z+D_x-D_z+\text{third order}.}$$

Evaluating $K$ and $\chi$ at $q_0$ instead of $q_n$ changes $D_n$ at third order only. The leading density error is thus the interaction energy of the one-shot density change with the self-consistent density change, times one half.

A single density variable shows the signs. With $\chi=-|\chi|$,

$$D=\frac{K r^2}{2(1+K|\chi|)} .$$

Charge repulsion has $K>0$: the frozen value is too low, and screening reduces the error. Exchange has $K=-I<0$: the frozen value is too high, and the error is enhanced by $1/(1-I|\chi|)$. When $I|\chi|$ approaches one, the magnet is close to an instability, $\Delta$ is no longer small, and the expansion fails.

In the collinear description $\chi$ without $S$ is the same for both axes. To leading order in $S$ one may then use a common symmetric matrix $M=K(1-\chi K)^{-1}$, and

$$D_x-D_z=\tfrac12(r_x\cdot Mr_x-r_z\cdot Mr_z)=(r_x-r_z)\cdot M\,\frac{r_x+r_z}{2}.$$

The cross terms $r_x\cdot Mr_z$ and $-r_z\cdot Mr_x$ cancel because $M$ is symmetric. A density change common to both axes does no harm alone; it enters multiplied by the anisotropic part.

### Orders in the spin-orbit strength

Replace $S$ by $\lambda S$. "Second order in the density" gives a power of $\lambda$ only after the order of $r_n$ is known.

Without $S$, the states can be chosen as real orbitals $\varphi_k$ with spin up or down along $\mathbf n$. Between real orbitals the matrix elements of $\mathbf L$ are imaginary. The expectation value of $S$ in each such state is both real and imaginary, hence zero. Degenerate levels can still split at order $\lambda$, but the gap keeps each degenerate set either full or empty, so these shifts cancel in the sum over occupied levels. The energy changes first at order $\lambda^2$. Uniaxial anisotropy is generally of this order.

The first-order density change has the form of the response formula with $\delta H=\lambda S$:

$$r_i^{(1)}=2\lambda\,\mathrm{Re}\sum_k^{\rm occ}\sum_l^{\rm empty}\frac{\langle k|Q_i^n|l\rangle\langle l|S|k\rangle}{\varepsilon_k-\varepsilon_l}.$$

For the charge density and the spin density along $\mathbf n$, states $k$ and $l$ have equal spin. The first factor is real, the second comes from the part of $S$ with $\boldsymbol\sigma\cdot\mathbf n$ and is imaginary, and the real part vanishes. In the collinear description $r_n=O(\lambda^2)$ and

$$D_n=O(\lambda^4).$$

For a perpendicular component, let $1$ and $2$ denote the two perpendicular directions. The spins of $k$ and $l$ are opposite, and with $k$ up and $l$ down

$$\langle\uparrow|\sigma_1|\downarrow\rangle\langle\downarrow|\sigma_2|\uparrow\rangle=1\cdot i=i .$$

Multiplied by an imaginary element of $L_2$, this is real. A local spin density along $1$ therefore appears at first order in $\lambda$. Transitions from down to up carry the factor $-i$; they cancel the first set in a nonmagnetic system but in general not in a magnet. In the vector description

$$r_n=O(\lambda),\qquad D_n=O(\lambda^2),$$

which is the order of the anisotropy itself. The error of the force theorem is then still of second order in the density change, but relative to the anisotropy it does not in general vanish as $\lambda\to0$.

## Second derivation, comparison and a worked two-atom model

### What is carried over

The energy is $E_n[\gamma]=\mathrm{Tr}[(h+S)\gamma]+F(q)$ with $q_i=\mathrm{Tr}(Q_i^n\gamma)$. The frozen density $q_0$ is self-consistent without spin-orbit coupling, $v_0=\partial F/\partial q$ at $q_0$, $K$ is the matrix of second derivatives of $F$, and $\chi$ is the response of independent electrons. $B_n$ is the sum of the $N$ lowest eigenvalues of $\tilde H=h+S+v_0\cdot Q^n$. The residual $r_n$ is the density of these $N$ states minus $q_0$. The first half found

$$E_n=W_n(q_0)+D_n+\dots,\qquad W_n(q_0)=B_n+F(q_0)-v_0\cdot q_0,\qquad D_n=\tfrac12r_n\cdot K(1-\chi K)^{-1}r_n .$$

The same result will now be obtained from $E_n[\gamma]$ itself, without using the stationarity of $W_n$.

### Second derivation: relaxing the frozen orbitals

Let $\tilde\gamma$ project on the $N$ lowest eigenstates $|k\rangle$ of $\tilde H$, and let $|l\rangle$ be the empty ones. Any nearby density matrix of $N$ electrons is obtained by mixing empty states into the occupied ones with small complex amplitudes $x_{lk}$. Each occupied state becomes, up to the second-order terms that keep the states orthonormal,

$$|k\rangle\;\to\;|k\rangle+\sum_l x_{lk}|l\rangle .$$

An electron moved from $k$ to $l$ with probability $|x_{lk}|^2$ raises the band energy by $\varepsilon_l-\varepsilon_k$, so

$$\mathrm{Tr}[\tilde H\gamma]=B_n+T,\qquad T=\sum_{kl}|x_{lk}|^2(\varepsilon_l-\varepsilon_k)\ge0,$$

up to third order. There is no linear term because $\tilde H$ does not connect its own occupied and empty states.

Write the density of $\gamma$ as $q=q_0+t$ with $t=r_n+s$. Here $s$ is the part due to the mixing, and to first order

$$s_i=\sum_{kl}\left[\langle k|Q_i^n|l\rangle x_{lk}+\langle l|Q_i^n|k\rangle x_{lk}^*\right].$$

Since $h+S=\tilde H-v_0\cdot Q^n$, the total energy is

$$E_n[\gamma]=B_n+T-v_0\cdot(q_0+t)+F(q_0+t).$$

Expanding $F(q_0+t)=F(q_0)+v_0\cdot t+\tfrac12t\cdot Kt$ cancels the terms linear in $t$:

$$E_n[\gamma]=W_n(q_0)+T+\tfrac12\,t\cdot Kt .$$

This equation contains the force theorem. Everything beyond $W_n(q_0)$ is quadratic in small quantities, and $W_n(q_0)$ depends on the axis through $B_n$ alone. If the orbitals are not relaxed, $x=0$ and $t=r_n$, and the full functional at the frozen orbitals is

$$E_n[\tilde\gamma]=W_n(q_0)+\tfrac12\,r_n\cdot Kr_n .$$

For a quadratic $F$ this last relation has no higher terms.

The orbitals now relax. Stationarity with respect to $x_{lk}^*$ gives

$$(\varepsilon_l-\varepsilon_k)x_{lk}+\sum_jg_j\langle l|Q_j^n|k\rangle=0,\qquad g=Kt .$$

Solving for $x_{lk}$ and inserting it in $s_i$ gives

$$s_i=\sum_j 2\,\mathrm{Re}\sum_{kl}\frac{\langle k|Q_i^n|l\rangle\langle l|Q_j^n|k\rangle}{\varepsilon_k-\varepsilon_l}\,g_j=\sum_j\chi_{ij}g_j ,$$

where the minus sign of the solution has been absorbed by reversing the denominator. Thus $s=\chi Kt$, and $t=r_n+s$ becomes

$$(1-\chi K)t=r_n .$$

This is the equation for the self-consistent change $\Delta$ of the first half. The cost $T$ follows by multiplying the stationarity condition by $x_{lk}^*$ and summing:

$$T=-\sum_jg_j\sum_{kl}x_{lk}^*\langle l|Q_j^n|k\rangle .$$

$T$ is real, so its real part may be taken. The real part of the inner sum is $s_j/2$, hence $T=-\tfrac12g\cdot s=-\tfrac12t\cdot Ks$. The correction is

$$T+\tfrac12t\cdot Kt=\tfrac12t\cdot K(t-s)=\tfrac12t\cdot Kr_n=D_n ,$$

in agreement with the first derivation.

### What each derivation assumes

Both derivations need a gap, a smooth $F$ that depends on the listed densities, rotation invariance without $S$, and a nonsingular $1-\chi K$ in the space that $r_n$ can reach. Three continuous derivatives of $F$ are enough for a remainder of third order; with only two, the remainder is smaller than second order but need not be of third. They differ in the point of expansion. The first expands around the unknown self-consistent density and uses the band energy as a function of the potential. The second expands around the frozen orbitals, which are known, and follows the change of each orbital. It separates the interaction energy of the density change from the cost $T$ of mixing. Neither uses the self-consistency of $q_0$ in the formula for one axis, so both apply to any trial density close to $q_n$.

The second derivation also gives a bound. If the self-consistent state is the minimum of $E_n[\gamma]$, then $E_n\le E_n[\tilde\gamma]$. The first derivation needs stationarity alone, and so does the formula for $D_n$ in the second; both hold for a hard axis in the vector description, where the energy is not a minimum against rotation of the moment. In the collinear description $F$ itself resists this rotation, and the state on the hard axis can be a true minimum.

The vector description needs one more condition. Without $S$, a small common rotation of all spins turns one self-consistent density into another. It is a change $\Delta\ne0$ with $r=0$, so $1-\chi K$ is singular for it. With weak $S$ the restoring force against this rotation is weak, and a torque would turn the moment away from $\mathbf n$ by an angle that need not be small. The torque of the self-consistent state must therefore vanish on the chosen axis, which symmetry can ensure, or the direction must be held by a constraint.

If the gap closes, the denominators $\varepsilon_k-\varepsilon_l$ can be as small as the spin-orbit coupling, and the counting of powers is no longer justified. The counting also changes if $F$ depends on the imaginary part of the density matrix, as Fock exchange does. That part generally changes at first order in $S$, since the argument that removed it from the density used the real part.

### The frozen potential must be common

Suppose that the two axes are converged separately and their band sums $b_n=\Omega_n(v(q_n))$ are subtracted. From $W_n(q_n)=E_n$,

$$b_n=E_n+G(q_n),\qquad G(q)=v(q)\cdot q-F(q).$$

The derivative of $G$ is $Kq+v-v=Kq$. With $\bar q=(q_x+q_z)/2$,

$$b_x-b_z=E_x-E_z+\bar q\cdot K(q_x-q_z),$$

which holds without higher terms for quadratic $F$. The error is linear in the density difference. In the collinear description it is of order $\lambda^2$, like the anisotropy.

One may, however, freeze the density $q_x$ that is self-consistent with spin-orbit coupling for the axis $x$, and use it in the frame of either axis. Then $W_x(q_x)=E_x$ has no error, and

$$E_x-E_z=\Omega_x(v(q_x))-\Omega_z(v(q_x))-D'_z,$$

where $D'_z=E_z-W_z(q_x)$ is given to leading order by the same formula, with the residual taken from $q_x$.

### A magnetic atom on a heavy atom

The model has a magnetic atom A above a heavy atom B, with the bond along $z$. Its parameters are round numbers and stand for no particular material. Each atom has five orthonormal d orbitals. The levels of A are 0 for $xz$ and $yz$, 0.08 for $xy$, 0.10 for $x^2-y^2$ and 0.12 Ry for $z^2$; those of B lie at $-0.10$ Ry. Orbitals of the same shape are coupled by $-0.08$ ($z^2$), $0.05$ ($xz$, $yz$) and $-0.015$ Ry ($xy$, $x^2-y^2$). The spin-orbit energies are $\xi_A=0.006$ and $\xi_B=0.04$ Ry, and there are 17 electrons. The interaction energy is

$$F=\frac U2(N_A-7)^2-\frac J4\,4\pi\int|\mathbf m(\hat{\mathbf r})|^2\,d\hat{\mathbf r},\qquad U=0.30,\quad J=0.08\ \text{Ry},$$

where $N_A$ is the electron number on A and $\mathbf m$ its spin density per solid angle, in Bohr magnetons. In the collinear description $\mathbf m$ is replaced by its component along $\mathbf n$. The model has fourfold symmetry about $z$ and mirror planes, which make the torque vanish for $\mathbf n$ along $x$ or $z$.

Without spin-orbit coupling, atom A has 7.044 electrons and a moment of 2.956 $\mu_B$. Their half-sum is 5.000, so the majority-spin shell of A is full. The gap is 0.126 Ry.

The frozen band sums give

$$B_x-B_z=-1.0477043+1.0473365=-0.0003678\ \text{Ry},$$

or $-367.8\ \mu$Ry. The self-consistent collinear energies give $-368.1\ \mu$Ry. In other units these are $-5.004$ and $-5.008$ meV. In this model the axis $x$, perpendicular to the bond, is preferred over $z$. The force theorem misses the collinear value by 0.08 % of that value.

The error formula accounts for the difference:

| Axis | charge part | exchange part | $D_n$ ($\mu$Ry) |
|---|---:|---:|---:|
| $x$ | 0.359 | $-0.494$ | $-0.135$ |
| $z$ | 0.379 | $-0.215$ | $0.163$ |

Thus $D_x-D_z=-0.135-0.163\approx-0.299\ \mu$Ry when unrounded values are used, and $-367.785-0.299=-368.084\ \mu$Ry. Charge and exchange partly cancel within each axis. Between the axes, the charge parts nearly cancel, whereas the exchange parts leave $-0.279\ \mu$Ry. The density changes show the same pattern: A gains $1.52\times10^{-3}$ electrons for $x$ and $1.56\times10^{-3}$ for $z$, while its moment falls by $3.96\times10^{-3}$ and $2.85\times10^{-3}\ \mu_B$. The moment accounts for only part of the exchange terms. A spherical spin density of moment $\mu$ has the exchange energy $-\tfrac J4\mu^2$, and $-\tfrac J4$ times the squared moment change gives about $-0.31$ and $-0.16\ \mu$Ry, a difference of about $-0.15\ \mu$Ry; the rest of the $-0.279\ \mu$Ry comes from the non-spherical part of the spin density. In this example the leading density error of the anisotropy comes mostly from the exchange energy of a spin-density change that differs between the axes.

Separately converged band sums give $-190.3\ \mu$Ry, about half the correct magnitude. The linear term is $177.8\ \mu$Ry, and $-368.1+177.8=-190.3$. With the $x$ density frozen, spin-orbit coupling included, the band difference is $-368.24\ \mu$Ry. Here $D'_z=-0.16\ \mu$Ry, and $-368.24+0.16=-368.08\ \mu$Ry. The error is about half that of the original choice, a result for this model and not a general rule.

### The effect of perpendicular spin density

With the vector spin density the frozen energies $W_n(q_0)$ are unchanged, because $q_0$ has no perpendicular component. The self-consistent energies lie lower than $W_n(q_0)$ by 23.25 $\mu$Ry for $x$ and 43.91 $\mu$Ry for $z$. The anisotropy becomes

$$-367.78-23.25+43.91=-347.12\ \mu\text{Ry},$$

or $-4.723$ meV. The force theorem now overestimates the magnitude by 6.0 % of the vector result, whereas it underestimates the collinear magnitude by 0.08 %. The formula for $D_n$ still gives $-23.25$ and $-43.91\ \mu$Ry, so the larger error is a second-order density error and no breakdown of the expansion.

The powers of $\lambda$ were tested by reducing both spin-orbit energies to one quarter and one eighth of their values. For $x$ and $z$ respectively, the collinear energy error scales with the powers 4.01 and 3.96, and the vector error with 2.01 and 2.01. The perpendicular spin density scales with the power 1.00 for both axes. These agree with the predicted 4, 2 and 1; the small deviations are of the kind expected from higher orders in $\lambda$. The numerical output lists the remaining values.

For a magnetic system that has a gap well above the spin-orbit coupling, and an $F$ that depends only on the listed densities, the choice of spin description therefore decides what the force theorem leaves out. If the spin density is kept along one axis, the omitted energy is of fourth order in the spin-orbit strength. If it may tilt locally and $F$ depends on this tilt, the omitted energy is in general of second order, and its size has to be found from $D_n$ or from a self-consistent calculation.

## Computed values

```
INPUTS (Ry unless stated)
A levels xy, yz, z2, xz, x2-y2: [0.08 0.   0.12 0.   0.1 ]  B level: -0.1
hopping sigma, pi, delta: -0.08 0.05 -0.015
U, J: 0.3 0.08   xi_A, xi_B: 0.006 0.04   electrons: 17
REFERENCE WITHOUT SPIN-ORBIT COUPLING
energy E0 = -0.932260462 Ry, gap = 0.12578 Ry
electrons on A = 7.04435, spin moment of A = 2.95565 mu_B
FROZEN-POTENTIAL BAND SUMS
B_x = -1.047704327 Ry, B_z = -1.047336542 Ry
SELF-CONSISTENT ENERGIES, SPIN DENSITY ALONG n
E_x = -0.933100298 Ry, E_z = -0.932732215 Ry
ANISOTROPY E_x - E_z (micro-Ry)
  self-consistent, collinear: -368.0835
  force theorem: -367.7847
  force theorem + error formula: -368.0835
  frozen density of x axis: -368.2414
  separately converged band sums: -190.2933
  self-consistent, vector spin: -347.1238
self-consistent collinear: -5.00803 meV
force theorem: -5.00397 meV
self-consistent vector: -4.72286 meV
force theorem minus collinear: -0.0812 %
force theorem minus vector: 5.952 %
ERROR PER AXIS E_n - W_n(q0) (micro-Ry)
  x collinear: actual -0.13539, formula -0.13539
  x formula parts: charge 0.35891, exchange -0.49430
  x vector: actual -23.2525, formula -23.2477
  z collinear: actual 0.16348, formula 0.16347
  z formula parts: charge 0.37864, exchange -0.21518
  z vector: actual -43.9133, formula -43.9081
x-axis density used for z: actual -0.15786, formula -0.15786 micro-Ry
linear error of separate band sums: 177.7902 micro-Ry
SELF-CONSISTENT CHANGES ON A, COLLINEAR
  x: electrons 1.520e-03, moment -3.959e-03 mu_B
  z: electrons 1.555e-03, moment -2.852e-03 mu_B
MEASURED POWERS OF SPIN-ORBIT STRENGTH (scale 1/4 to 1/8), x and z
  band-energy gain: 1.997, 1.997
  collinear density change: 1.992, 1.991
  collinear energy error: 4.013, 3.964
  transverse spin density: 1.003, 1.002
  vector energy error: 2.009, 2.007
```
